# WKB current ratio of a ferroelectric tunnel junction with two barrier heights: test program

```python
"""Current ratio of two tunnel-junction states with rectangular barriers.
Result under test: R = exp(2 d (kappa_H - kappa_L)), about 22, where
kappa = sqrt(2 m phi)/hbar, phi = barrier height above the Fermi level,
d = thickness, m = free-electron mass, H/L = high/low barrier state.
R is the leading WKB ratio at low bias; neglected effects are sized below.
Internal units: eV, nm, V; current densities are in A/cm2."""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.special import digamma

q, hbar, m_e = const.e, const.hbar, const.m_e
phi_H, phi_L, d = 1.1, 0.9, 3.0
band_depth, bias, temp = 5.0, 0.1, 300.0
eps_opt, tilt, step = 5.0, 0.5, 0.4
a = 2 * m_e * q / hbar**2 * 1e-18       # 2m/hbar^2 in 1/(eV nm^2)
k_B = const.k / q                       # eV/K


def kappa(phi):
    return np.sqrt(a * phi)


def wkb_ratio(thickness=d, mass=1.0):
    return np.exp(2 * thickness * np.sqrt(mass)
                  * (kappa(phi_H) - kappa(phi_L)))


R = wkb_ratio()
T_H, T_L = np.exp(-2 * kappa(phi_H) * d), np.exp(-2 * kappa(phi_L) * d)
phi_mean = (phi_H + phi_L) / 2
lnR_linear = kappa(phi_mean) * d * (phi_H - phi_L) / phi_mean


# Transmission from direct integration of the Schroedinger equation,
# starting from a purely outgoing wave at the far face.
def schroedinger_T(phi, thickness):
    k = np.sqrt(a * band_depth)
    sol = solve_ivp(lambda x, y: [y[1], a * phi * y[0]], (thickness, 0.0),
                    np.array([1.0 + 0j, 1j * k]), method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    return 1 / abs((psi + dpsi / (1j * k)) / 2)**2


def matching(phi):
    return 16 * band_depth * phi / (band_depth + phi)**2


T_exact = {}
for phi in (phi_H, phi_L):
    T_exact[phi] = schroedinger_T(phi, d)
    slope = np.log(schroedinger_T(phi, d - 0.5) / T_exact[phi]) / 0.5
    assert abs(slope / (2 * kappa(phi)) - 1) < 1e-6
    opaque = matching(phi) * np.exp(-2 * kappa(phi) * d)
    assert abs(T_exact[phi] / opaque - 1) < 1e-5
R_match = T_exact[phi_L] / T_exact[phi_H]
assert 21.5 < R < 22.5
assert abs(lnR_linear / np.log(R) - 1) < 0.01


# Zero-bias conductance per area, S/cm2, including transverse wavevectors.
def conductance(phi):
    per_nm2 = (2 * q**2 / const.h / (4 * np.pi * d)
               * (kappa(phi) + 1 / (2 * d)) * np.exp(-2 * kappa(phi) * d))
    return per_nm2 * 1e14


for phi in (phi_H, phi_L):
    kap = kappa(phi)
    integral = quad(lambda k: k * np.exp(-2*d*(np.sqrt(kap**2+k*k)-kap)),
                    0, 12, epsabs=1e-12, epsrel=1e-10)[0] / (2 * np.pi)
    direct = 2*q**2/const.h * integral * np.exp(-2*kap*d) * 1e14
    assert abs(direct / conductance(phi) - 1) < 1e-6
R_transverse = conductance(phi_L) / conductance(phi_H)


# Current from the energy integral with a bias-tilted WKB barrier.
energy = np.linspace(-3.0, 1.6, 230001)  # from emitter Fermi level, eV


def current(phi, volt, kelvin):
    """Return current density (A/cm2) and its over-barrier share."""
    kT = k_B * kelvin
    top = np.maximum(phi - energy, 0)**1.5
    end = np.maximum(phi - volt - energy, 0)**1.5
    trans = np.exp(-4 / 3 * d * np.sqrt(a) * (top - end) / volt)
    supply = kT * (np.logaddexp(0, -energy / kT)
                   - np.logaddexp(0, -(energy + volt) / kT))
    f = trans * supply
    h = energy[1] - energy[0]
    total = h * (f.sum() - (f[0] + f[-1]) / 2)
    over = h * f[energy > phi].sum()
    pref = q**3 * m_e / (2 * np.pi**2 * hbar**3) * 1e-4
    return pref * total, over / total


for phi in (phi_H, phi_L):
    J_small = current(phi, 1e-3, 1.0)[0]
    assert abs(J_small / 1e-3 / conductance(phi) - 1) < 2e-3
J_H, over_H = current(phi_H, bias, temp)
J_L, over_L = current(phi_L, bias, temp)
J_H_cold, J_L_cold = (current(p, bias, 1.0)[0] for p in (phi_H, phi_L))
R_warm, R_cold = J_L / J_H, J_L_cold / J_H_cold
assert over_L < 0.01 and over_H < 0.01

# Barrier-shape corrections, evaluated by midpoint quadrature.
u = (np.arange(40000) + 0.5) / 40000
coulomb = q / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm


def image_energy(s):
    bracket = (-1 / (2 * s) + np.euler_gamma
               + (digamma(1 + s) + digamma(1 - s)) / 2)
    return coulomb / (eps_opt * d) * bracket / 2


n = np.arange(1, 200001)
s_test = 0.3
images = (-1 / (2*s_test)
          + np.sum(1/n - 0.5/(n - s_test) - 0.5/(n + s_test)))
series = coulomb / (eps_opt * d) * images / 2
assert abs(series / image_energy(s_test) - 1) < 1e-6
image_mid = image_energy(0.5)
assert abs(image_mid + coulomb*np.log(2)/(eps_opt*d)) < 1e-9


def shaped_T(profile):
    return np.exp(-2*d*np.sqrt(a)*np.mean(np.sqrt(np.maximum(profile, 0))))


T_L_image = shaped_T(phi_L + image_energy(u))
T_H_image = shaped_T(phi_H + image_energy(u))
R_image = T_L_image / T_H_image
R_tilt = (shaped_T(phi_L + tilt * (u - 0.5))
          / shaped_T(phi_H + tilt * (u - 0.5)))
for phi in (phi_H, phi_L):
    mean_root = np.mean(np.sqrt(phi + tilt * (u - 0.5)))
    expansion = np.sqrt(phi) * (1 - tilt**2 / (96 * phi**2))
    assert abs(mean_root / expansion - 1) < 1e-4

R_light, R_heavy = wkb_ratio(mass=0.5), wkb_ratio(mass=2.0)
R_thin = wkb_ratio(thickness=d - step)
gain_L = np.exp(2 * kappa(phi_L) * step)
gain_H = np.exp(2 * kappa(phi_H) * step)
assert min(gain_L, gain_H) > R
others = [R_match, R_transverse, R_warm, R_cold, R_image, R_tilt, R_thin]
largest_other = max(abs(np.log(x / R)) for x in others)
assert min(abs(np.log(R_light/R)), abs(np.log(R_heavy/R))) > largest_other

print(f"High barrier: {phi_H:.1f} eV")
print(f"Low barrier: {phi_L:.1f} eV")
print(f"Thickness: {d:.1f} nm")
print(f"sqrt(2m)/hbar: {np.sqrt(a):.4f} nm^-1 eV^-1/2")
print(f"kappa, high barrier: {kappa(phi_H):.4f} nm^-1")
print(f"kappa, low barrier: {kappa(phi_L):.4f} nm^-1")
print(f"2 kappa d, high barrier: {2*kappa(phi_H)*d:.3f} (no unit)")
print(f"2 kappa d, low barrier: {2*kappa(phi_L)*d:.3f} (no unit)")
print(f"WKB transmission, high barrier: {T_H:.3e} (no unit)")
print(f"WKB transmission, low barrier: {T_L:.3e} (no unit)")
print(f"ln R: {np.log(R):.4f} (no unit)")
print(f"ln R, linear hand estimate: {lnR_linear:.4f} (no unit)")
print(f"R, leading WKB: {R:.2f} (no unit)")
print(f"Electrode band depth: {band_depth:.1f} eV")
print(f"Matching prefactor, high: {matching(phi_H):.3f} (no unit)")
print(f"Matching prefactor, low: {matching(phi_L):.3f} (no unit)")
print(f"Ratio from Schroedinger equation: {R_match:.2f} (no unit)")
print(f"Conductance, high barrier: {conductance(phi_H):.3e} S/cm2")
print(f"Conductance, low barrier: {conductance(phi_L):.3e} S/cm2")
print(f"Ratio with transverse motion: {R_transverse:.2f} (no unit)")
print(f"Read bias: {bias:.1f} V")
print(f"Read field: {bias/d*10:.3f} MV/cm")
print(f"Temperature of use: {temp:.0f} K")
print(f"Current density, high, 300 K: {J_H:.3e} A/cm2")
print(f"Current density, low, 300 K: {J_L:.3e} A/cm2")
print(f"Current in 1 um2, high, 300 K: {J_H*1e4:.4f} pA")
print(f"Current in 1 um2, low, 300 K: {J_L*1e4:.4f} pA")
print(f"Heating gain 1 K to 300 K, high: {J_H/J_H_cold:.3f} (no unit)")
print(f"Heating gain 1 K to 300 K, low: {J_L/J_L_cold:.3f} (no unit)")
print(f"Ratio, transverse + bias, 1 K: {R_cold:.2f} (no unit)")
print(f"Ratio, transverse + bias, 300 K: {R_warm:.2f} (no unit)")
print(f"Over-barrier share, high, 300 K: {over_H:.2e} (no unit)")
print(f"Over-barrier share, low, 300 K: {over_L:.2e} (no unit)")
print(f"Optical relative permittivity: {eps_opt:.1f} (no unit)")
print(f"Image energy at mid-barrier: {image_mid:.4f} eV")
print(f"Image gain of current, high: {T_H_image/T_H:.2f} (no unit)")
print(f"Image gain of current, low: {T_L_image/T_L:.2f} (no unit)")
print(f"Ratio with image force: {R_image:.2f} (no unit)")
print(f"Built-in tilt across barrier: {tilt:.1f} eV")
print(f"Ratio with built-in tilt: {R_tilt:.2f} (no unit)")
print(f"Ratio, barrier mass 0.5 m: {R_light:.2f} (no unit)")
print(f"Ratio, barrier mass 2 m: {R_heavy:.2f} (no unit)")
print(f"Thickness step: {step:.1f} nm")
print(f"Ratio in film thinner by step: {R_thin:.2f} (no unit)")
print(f"Exponential gain from step, high: {gain_H:.1f} (no unit)")
print(f"Exponential gain from step, low: {gain_L:.1f} (no unit)")
print("tests ok")
```

Output:

```
High barrier: 1.1 eV
Low barrier: 0.9 eV
Thickness: 3.0 nm
sqrt(2m)/hbar: 5.1232 nm^-1 eV^-1/2
kappa, high barrier: 5.3732 nm^-1
kappa, low barrier: 4.8603 nm^-1
2 kappa d, high barrier: 32.239 (no unit)
2 kappa d, low barrier: 29.162 (no unit)
WKB transmission, high barrier: 9.969e-15 (no unit)
WKB transmission, low barrier: 2.164e-13 (no unit)
ln R: 3.0778 (no unit)
ln R, linear hand estimate: 3.0739 (no unit)
R, leading WKB: 21.71 (no unit)
Electrode band depth: 5.0 eV
Matching prefactor, high: 2.365 (no unit)
Matching prefactor, low: 2.068 (no unit)
Ratio from Schroedinger equation: 18.99 (no unit)
Conductance, high barrier: 1.135e-05 S/cm2
Conductance, low barrier: 2.236e-04 S/cm2
Ratio with transverse motion: 19.70 (no unit)
Read bias: 0.1 V
Read field: 0.333 MV/cm
Temperature of use: 300 K
Current density, high, 300 K: 1.592e-06 A/cm2
Current density, low, 300 K: 3.411e-05 A/cm2
Current in 1 um2, high, 300 K: 0.0159 pA
Current in 1 um2, low, 300 K: 0.3411 pA
Heating gain 1 K to 300 K, high: 1.284 (no unit)
Heating gain 1 K to 300 K, low: 1.370 (no unit)
Ratio, transverse + bias, 1 K: 20.08 (no unit)
Ratio, transverse + bias, 300 K: 21.43 (no unit)
Over-barrier share, high, 300 K: 2.21e-06 (no unit)
Over-barrier share, low, 300 K: 2.36e-04 (no unit)
Optical relative permittivity: 5.0 (no unit)
Image energy at mid-barrier: -0.0665 eV
Image gain of current, high: 52.36 (no unit)
Image gain of current, low: 67.95 (no unit)
Ratio with image force: 28.17 (no unit)
Built-in tilt across barrier: 0.5 eV
Ratio with built-in tilt: 22.26 (no unit)
Ratio, barrier mass 0.5 m: 8.81 (no unit)
Ratio, barrier mass 2 m: 77.68 (no unit)
Thickness step: 0.4 nm
Ratio in film thinner by step: 14.40 (no unit)
Exponential gain from step, high: 73.6 (no unit)
Exponential gain from step, low: 48.8 (no unit)
tests ok
```
